\section*{Landau levels on a square five-point grid: the leading grid correction}

\section{Problem}

A spinless electron of charge $-1$ moves in a plane in a uniform perpendicular magnetic field. Hartree atomic units are used, so its continuum Hamiltonian is
\begin{equation}
\tfrac12(\mathbf p+\mathbf A)^2,\qquad \partial_xA_y-\partial_yA_x=B>0 .
\end{equation}
The plane is replaced by a square grid of spacing $h$ and the Laplacian by its five-point form. Each hop to a neighbour carries the line integral of $\mathbf A$ as a phase:
\begin{equation}
(H\psi)(\mathbf r)=\frac1{2h^2}\Big[4\psi(\mathbf r)-\sum_{\mathbf r'}
e^{\,i\int_{\mathbf r}^{\mathbf r'}\mathbf A\cdot d\mathbf l}\,\psi(\mathbf r')\Big],
\label{grid}
\end{equation}
where $\mathbf r'$ runs over the four nearest neighbours. Let $\phi=h^2B$, the phase collected around one grid cell, and let $\phi=2\pi/q$ with integer $q$.

Show that for fixed $n=0,1,2,\dots$ and $\phi\to0$ the Landau levels become narrow bands at
\begin{equation}
E_n=B\left(n+\tfrac12\right)-\frac{h^2B^2}{16}\,(2n^2+2n+1)+O(h^4B^3),
\label{claim}
\end{equation}
and check this against the Harper equation.

\section{First estimate by scaling}

Multiplying \eqref{grid} by $h^2$ leaves $\phi$ as the sole parameter, so $E_n=B\,F_n(\phi)$. The five-point error starts at relative order $h^2$, so the first correction must be a number times $B\phi=h^2B^2$.

A classical orbit supplies an estimate of that number. For kinetic momentum $(\pi_x,\pi_y)$ the grid replaces $\pi_j^2/2$ by
\begin{equation}
\frac{1-\cos h\pi_j}{h^2}=\frac{\pi_j^2}{2}-\frac{h^2\pi_j^4}{24}+\dots
\end{equation}
The cosine bends below the parabola, so the shift is negative. In the unperturbed cyclotron motion the momentum rotates uniformly, $(\pi_x,\pi_y)=k(\cos\alpha,\sin\alpha)$, with $k^2/2=B(n+\frac12)$. At fixed action, the first-order energy shift is the average of the perturbation over this orbit. Both $\cos^4\alpha$ and $\sin^4\alpha$ average to $3/8$, hence
\begin{equation}
\Delta E_n^{\rm cl}=-\frac{h^2k^4}{24}\cdot\frac34=-\frac{h^2k^4}{32}
=-\frac{h^2B^2}{8}\left(n+\tfrac12\right)^2 ,
\label{classical}
\end{equation}
where $k^4=4B^2(n+\frac12)^2$ was used. This should be good for large $n$. The components obey $[\pi_x,\pi_y]=-iB$, so they are never both sharp. For small $n$ the minimal spread, of order $\sqrt B$, is comparable with $k$, and the coefficient needs a quantum calculation.

\section{Solution}

\subsection{Reduction to the Harper equation}

Choose $\mathbf A=(0,Bx)$. A hop along $x$ has no phase. A hop by $\pm h$ along $y$ at $x=mh$ has phase $\pm Bmh^2=\pm\phi m$. Insert $\psi(mh,jh)=e^{i\kappa j}f_m$. The two $y$-hops add up to $2\cos(\phi m+\kappa)f_m$, and \eqref{grid} becomes
\begin{equation}
-\tfrac12(f_{m+1}+f_{m-1})+\big[2-\cos(\phi m+\kappa)\big]f_m=\lambda f_m,
\qquad \lambda=h^2E .
\label{harper}
\end{equation}
This is the Harper equation. Since $\phi q=2\pi$, its coefficients repeat after $q$ sites, and Bloch's condition $f_{m+q}=e^{i\theta}f_m$ reduces it to a Hermitian $q\times q$ matrix $M$ on a ring. As $\kappa$ and $\theta$ vary, its $q$ ordered eigenvalues trace out $q$ bands. Number the sites so that $x_m=\phi m+\kappa$ lies in $[-\pi,\pi)$.

\subsection{The oscillator inside the Harper equation}

Let $s_m=x_m/\sqrt\phi$ and $f_m=u(s_m)$ with $u$ smooth. Neighbouring sites differ by $\sqrt\phi$ in $s$. With $S=s$ and $P=-i\,d/ds$, so that $[S,P]=i$, Taylor's series gives
\begin{equation}
\tfrac12\big[u(s+\sqrt\phi)+u(s-\sqrt\phi)\big]
=u+\frac{\phi}{2}u''+\frac{\phi^2}{24}u''''+\dots
=u-\frac{\phi}{2}P^2u+\frac{\phi^2}{24}P^4u-\dots
\end{equation}
The cosine in \eqref{harper} has the same expansion in $S$. Therefore $M$ acts on $u$ as
\begin{equation}
M=\phi\,\frac{S^2+P^2}{2}-\frac{\phi^2}{24}(S^4+P^4)
+\frac{\phi^3}{720}(S^6+P^6)-\dots
\label{expansion}
\end{equation}

Write $S=(a+a^\dagger)/\sqrt2$, $P=(a-a^\dagger)/(i\sqrt2)$ with $[a,a^\dagger]=1$, and define
\begin{equation}
D=a^\dagger a+\tfrac12,\qquad T=\tfrac12(a^2+a^{\dagger2}).
\end{equation}
Squaring, with $aa^\dagger+a^\dagger a=2D$, gives $S^2=D+T$ and $P^2=D-T$. The first term of \eqref{expansion} is thus $\phi D$, with nondegenerate levels $\phi d$, $d=n+\frac12$. In the quartic term the products $DT+TD$ cancel:
\begin{equation}
S^4+P^4=2D^2+2T^2,\qquad
T^2=\tfrac14\big(a^4+a^{\dagger4}+a^2a^{\dagger2}+a^{\dagger2}a^2\big).
\label{quartic}
\end{equation}
On $|n\rangle$, $a^2a^{\dagger2}$ gives $(n+1)(n+2)=d^2+2d+\frac34$ and $a^{\dagger2}a^2$ gives $n(n-1)=d^2-2d+\frac34$. Their sum is $2d^2+\frac32$, so
\begin{equation}
\langle n|S^4+P^4|n\rangle=2d^2+\left(d^2+\tfrac34\right)
=3d^2+\tfrac34=\tfrac32(2n^2+2n+1).
\end{equation}
First-order perturbation theory multiplies this by $-\phi^2/24$:
\begin{equation}
\lambda_n=\phi\left(n+\tfrac12\right)-\frac{\phi^2}{16}(2n^2+2n+1).
\label{lambda}
\end{equation}
Division by $h^2$, with $\phi/h^2=B$ and $\phi^2/h^2=h^2B^2$, gives the two terms of \eqref{claim}.

\subsection{Why the error is of third order}

The series \eqref{expansion} contains unbounded operators, so the error needs its own argument. Off the diagonal, \eqref{quartic} leaves $(a^4+a^{\dagger4})/2$. Take the trial function $v=|n\rangle+\phi w$ and cancel the terms of order $\phi^2$ in $(M-\lambda_n)v$. This requires
\begin{equation}
(a^\dagger a-n)\,w=\tfrac1{48}(a^4+a^{\dagger4})|n\rangle .
\end{equation}
On $|n\pm4\rangle$ the left factor is $\pm4$, so
\begin{equation}
w=\frac{c_+}{192}|n+4\rangle-\frac{c_-}{192}|n-4\rangle,
\end{equation}
with $c_+^2=(n+1)(n+2)(n+3)(n+4)$ and $c_-^2=n(n-1)(n-2)(n-3)$; the second term is absent for $n<4$.

Now sample $v$ on the ring. Taylor's theorem bounds the neglected part of the potential by $\phi^3s^6|v|/720$, and that of the hopping term by $\phi^3/720$ times the largest $|v^{(6)}|$ within a distance $\sqrt\phi$. The uncancelled products of $\phi w$ with the second-order terms are also of order $\phi^3$. All these functions are polynomials times Gaussians, or are bounded by such, so their sums over sites are controlled. Where the ring closes, $|s|\approx\pi/\sqrt\phi$, and the mismatch is at most a power of $1/\phi$ times $e^{-\pi^2/(2\phi)}$. Hence
\begin{equation}
\|(M-\lambda_n)v\|\le C_n\phi^3\|v\|
\end{equation}
for every $\kappa$ and $\theta$. Expanding $v$ in eigenvectors of $M$ shows that the left side is at least $\|v\|$ times the distance from $\lambda_n$ to the nearest eigenvalue. So there is an eigenvalue within $C_n\phi^3$ of $\lambda_n$.

\subsection{Why there are no other low levels}

For a normalized eigenvector with $\lambda\le C\phi$, equation \eqref{harper} gives
\begin{equation}
\tfrac12\sum_m|f_{m+1}-f_m|^2+\sum_m(1-\cos x_m)|f_m|^2=\lambda\le C\phi .
\end{equation}
Both sums are nonnegative. Since $1-\cos x\ge2x^2/\pi^2$ on $[-\pi,\pi]$, it follows that
\begin{equation}
\sum_m s_m^2|f_m|^2\le\frac{\pi^2C}{2},\qquad
\frac1\phi\sum_m|f_{m+1}-f_m|^2\le2C .
\end{equation}
Join the values $\phi^{-1/4}f_m$ by straight lines in $s$, and bring the line to zero one spacing beyond each end. The second sum, without its nonnegative term for the bond that closes the ring, is then the integral of the squared slope over the interior, so that integral is at most $2C$. The end pieces add a bounded amount, because $1-\cos x$ is close to 2 there and so $|f_m|^2$ is of order $\phi$.

These functions have bounded gradient energy and bounded second moment. The first gives convergent subsequences on any finite interval (Rellich's theorem), and the second prevents norm from escaping to large $|s|$. Interpolation changes norms and overlaps by amounts that vanish with $\phi$, so orthonormal eigenvectors have orthonormal limits. Multiplying \eqref{harper} by a smooth test function of finite range and shifting the differences onto it shows that each limit obeys the oscillator equation, with eigenvalue $\lim\lambda/\phi$.

That limit must therefore be some $n+\frac12$. Two eigenvalues of one ring cannot approach the same $n+\frac12$, because the oscillator level would then have two orthogonal eigenfunctions. Together with the trial functions, this leaves one eigenvalue near each $\lambda_n$. Counted from below, band $n$ lies entirely within $O(\phi^3)$ of $\lambda_n$, which proves \eqref{claim}.

\subsection{The next term}

The size of the remainder follows from perturbation theory one order further. From $S^6+P^6=(D+T)^3+(D-T)^3=2D^3+2(DT^2+TDT+T^2D)$ and
\begin{align}
\langle T^2\rangle&=\tfrac12\left(d^2+\tfrac34\right),\\
\langle TDT\rangle&=\tfrac14\left[(d+2)\left(d^2+2d+\tfrac34\right)+(d-2)\left(d^2-2d+\tfrac34\right)\right]
=\tfrac12d^3+\tfrac{19}{8}d,
\end{align}
one finds
\begin{equation}
\langle S^6+P^6\rangle=2d^3+4d\langle T^2\rangle+2\langle TDT\rangle=5d^3+\tfrac{25}{4}d .
\end{equation}
The quartic term couples $n$ to $n\pm4$ with elements $-\phi^2c_\pm/48$ and energy denominators $\mp4\phi$. Its second-order contribution is
\begin{equation}
\phi^3\,\frac{c_-^2-c_+^2}{4\cdot48^2}=-\phi^3\,\frac{16d^3+44d}{9216},
\end{equation}
since $c_\pm^2=(d\pm\frac12)(d\pm\frac32)(d\pm\frac52)(d\pm\frac72)$. Adding $\phi^3/720$ times the sextic average gives
\begin{equation}
\phi^3\left(\frac{d^3}{192}+\frac{d}{256}\right)
=\phi^3\,\frac{(2n+1)(n^2+n+1)}{384}.
\label{next}
\end{equation}
In $E_n$ this is a positive term proportional to $h^4B^3$.

\section{Comparison}

In terms of $d$ the proved shift is
\begin{equation}
\Delta E_n=-h^2B^2\left[\frac{(n+\frac12)^2}{8}+\frac1{32}\right].
\end{equation}
The classical estimate \eqref{classical} has the right power of $h^2B^2$ and the right growth with $n$, but misses the constant $1/32$. The ratio of estimate to leading-order result is $(2n+1)^2/[(2n+1)^2+1]$: one half for $n=0$, nine tenths for $n=1$, and close to one for large $n$.

For a numerical case take the round model values $h=0.5$ bohr and $q=100$. Then $\phi=2\pi/100=0.062832$ and $B=\phi/h^2=0.251327$ a.u., or $5.91\times10^4$ T. The unit of the shift is $h^2B^2=\phi B=0.015791$ hartree. For $n=0$ the formula gives $-0.015791/16=-987\times10^{-6}$ hartree, and the classical estimate gives half of that. The shifts from $B(n+\frac12)$, in $10^{-6}$ hartree, are:

\begin{center}
\begin{tabular}{rrrr}
$n$ & classical & formula \eqref{claim} & Harper\\
0 & $-493$ & $-987$ & $-984$\\
1 & $-4441$ & $-4935$ & $-4912$\\
2 & $-12337$ & $-12830$ & $-12741$\\
3 & $-24181$ & $-24674$ & $-24443$\\
4 & $-39972$ & $-40465$ & $-39988$
\end{tabular}
\end{center}

The Harper shift of the lowest level is $-26.8$ meV. The formula misses the Harper shift by 0.3\% of that shift for $n=0$ and by 1.2\% for $n=4$. At $n=4$ the classical estimate happens to be closer. It omits $h^2B^2/32=493\times10^{-6}$ hartree, and the next term \eqref{next}, which is $+488\times10^{-6}$ hartree here, nearly makes up for this. The agreement is a cancellation at this $\phi$. On the finer grid $q=400$, the Harper shift of $\lambda_4$ divided by $\phi^2$ is $-2.555$, nearer to the quantum coefficient $-41/16=-2.5625$ than to the classical $-81/32=-2.531$.

Halving $h$ at fixed $B$ changes the $n=0$ Harper shift from $-984.4$ to $-246.6$ in the same unit, a factor of 3.992. The small departure from 4 agrees with \eqref{next}. For $n=0$ the shift is $-(\phi B/16)(1-\phi/24)$, and halving $h$ replaces $\phi$ by $\phi/4$, so the ratio is about $4(1-\phi/32)=3.992$.

The grid also makes the ladder uneven. Since $2n^2+2n+1$ grows by $4(n+1)$ from $n$ to $n+1$,
\begin{equation}
E_{n+1}-E_n=B-\frac{h^2B^2}{4}(n+1)+O(h^4B^3).
\end{equation}
In the example the first gap is 0.24738 hartree from this formula and 0.24740 from the Harper equation; the fourth is 0.23554 and 0.23578. The continuum value is 0.25133 for both.

The expansion parameter is $\phi(n+\frac12)=(kh)^2/2$, with $k$ the orbital momentum. For large $n$ the ratio of \eqref{next} to the leading shift is about $\phi(n+\frac12)/24$, so the relative error of the shift is still only a few per cent near $kh=1$. On the coarse grid $q=10$, where $\phi=0.63$, it gives $\lambda_2=1.250$, while the Harper band has its midpoint at 1.268 and a width of 0.013. A single level is then no longer a full description. The proof bounds the bandwidth by $O(\phi^3)$, but the computed narrowing is much faster: from $q=8$ to $q=14$ the width of the lowest band falls by a factor of about 11 for each increase of $q$ by two. A nearly constant factor means a roughly exponential fall with $q$ over this range; this is a numerical observation and is not derived here.

The reduction itself can be tested on the two-dimensional grid. For $q=12$ on a $12\times8$ torus the spectrum of \eqref{grid} equals the union of the Harper spectra to rounding error. For $q=16$ a hard-walled box of $31\times31$ sites in the symmetric gauge has its lowest level at $\lambda=0.18685196$, the same as the midpoint of the lowest Harper band to these digits.

\section*{Table of computed values}
\begin{verbatim}
h = 0.500 bohr, q = 100, phi = 0.062832 rad
B = 0.251327 a.u. = 5.9075e+04 T
n, continuum, corrected formula, Harper (hartree)
0 0.125664 0.124677 0.124679
1 0.376991 0.372056 0.372079
2 0.628319 0.615488 0.615577
3 0.879646 0.854972 0.855203
4 1.130973 1.090508 1.090986
n, grid shift: formula, Harper; remainder (1e-6 hartree)
0 -986.96 -984.42 2.54
1 -4934.80 -4911.88 22.92
2 -12830.49 -12741.46 89.02
3 -24674.01 -24443.18 230.83
4 -40465.38 -39987.57 477.81
Harper grid shift, n=0: -26.787 meV
n, gap to n+1: formula, Harper (hartree)
0 0.247380 0.247400
1 0.243432 0.243498
2 0.239484 0.239626
3 0.235536 0.235783
n=0 shift at h=0.250 bohr: -246.58 1e-6 hartree
ratio of n=0 shifts, h to h/2: 3.9923
q=400: n, phi^2 coefficient, phi^3 coefficient, order
0 -0.06246 0.002594 2.9942
1 -0.31213 0.023355 2.9949
2 -0.81107 0.090796 2.9944
3 -1.55879 0.235919 2.9934
4 -2.55481 0.489600 2.9922
trial residual ratio, q=200 to 400: n=0: 7.947, n=2: 7.926, n=4: 7.907
q, width of lowest band in h^2 E (dimensionless)
8 8.547e-04
10 7.671e-05
12 6.946e-06
14 6.338e-07
q=10: n, formula, band midpoint, width in h^2 E
0 0.289485 0.290012 7.671e-05
1 0.819108 0.823852 1.498e-03
2 1.250034 1.267558 1.281e-02
torus minus Harper, largest: 8.4e-15 (h^2 E)
q=16 lowest h^2 E: box 0.18685196, Harper 0.18685196
\end{verbatim}
